Carrier freeze-out with compensation: activation energies and Hall fit

**Problem**

An n-type semiconductor contains N_D shallow donors per unit volume, each binding an electron with energy E_d, and a smaller density N_A of acceptors. Its Hall coefficient is measured from 22 to 300 K.

(a) Which activation energies does the electron density n show, and in which density ranges?

(b) How do the Hall data give both N_D and N_A?

Take as a numerical case an effective mass of 0.3 electron masses, E_d = 40 meV, N_D = 10¹⁶ cm⁻³ and N_A = 10¹³ cm⁻³.

The model has one donor level, which holds one electron of either spin but not two. All acceptors are ionized: each has taken an electron from a donor. Holes, excited donor states, impurity bands and hopping between donors are left out. Energies are measured from the band edge, and M = N_D − N_A.

**First estimate by scaling**

Thermal ionization of neutral donors occurs at a rate proportional to their density N_D⁰. Recapture occurs at a rate proportional to n N_D⁺, where N_D⁺ is the density of ionized donors. In equilibrium the rates balance, so

n N_D⁺ / N_D⁰ = K(T), K ~ N_c exp(−E_d/kT).

N_c is the effective density of band states, proportional to T^(3/2). A numerical factor of order one in K remains open.

At the lowest temperatures n is far below N_A. The ionized donors are then almost entirely those that gave their electrons to acceptors, so N_D⁺ ≈ N_A and N_D⁰ ≈ M. Hence

n ≈ K M/N_A ∝ T^(3/2) exp(−E_d/kT).

If n is far above N_A but far below N_D, almost every ionized donor has supplied a band electron. Then N_D⁺ ≈ n, N_D⁰ ≈ N_D, and

n ≈ √(K N_D) ∝ T^(3/4) exp(−E_d/2kT).

The activation energy is therefore E_d in the first range and E_d/2 in the second. The condition n > N_A alone does not ensure the half value, because n must also stay well below N_D. At still higher temperature the donors are exhausted and n levels off at M. The estimate puts the half-energy range somewhere between 10¹³ and 10¹⁶ cm⁻³, but does not say how much of it is usable.

**Exact solution of the model**

*Density.* Let μ be the Fermi level. An empty donor has statistical weight 1, and each of the two occupied spin states has weight exp[(μ+E_d)/kT]. Therefore

N_D⁺/N_D⁰ = (1/2) exp[−(μ+E_d)/kT].

For a nondegenerate band the occupation is exp[(μ−E)/kT]. The density of states is (1/2π²)(2m/ħ²)^(3/2) √E, and ∫₀^∞ √E exp(−E/kT) dE = (√π/2)(kT)^(3/2). This gives

n = N_c exp(μ/kT), N_c = 2(mkT/2πħ²)^(3/2).

In the product of n and the donor ratio, μ cancels:

n N_D⁺/N_D⁰ = K(T) = (N_c/2) exp(−E_d/kT).

The factor 1/2 comes from the two spin states of the occupied donor. Charge neutrality requires N_D⁺ = n + N_A, which leaves N_D⁰ = N_D − N_A − n = M − n. Thus

n(n+N_A)/(M−n) = K.

Multiplying out gives n² + (N_A+K)n − KM = 0. The product of the roots is negative, so one root is positive:

n = {−(N_A+K) + √[(N_A+K)² + 4KM]}/2.

Multiplying numerator and denominator by (N_A+K) + √[(N_A+K)² + 4KM] avoids the subtraction of nearly equal numbers:

n = 2KM / {N_A + K + √[(N_A+K)² + 4KM]}.

*Activation energy at any density.* Take the logarithm of the neutrality equation,

ln K = ln n + ln(n+N_A) − ln(M−n),

and differentiate with respect to ln n:

d ln K/d ln n = 1 + n/(n+N_A) + n/(M−n).

The local slope s = d ln n/d ln K is the inverse:

s = 1/[1 + n/(n+N_A) + n/(M−n)].

Both fractions grow with n, so s falls steadily from 1 towards 0. With β = 1/kT, N_c ∝ β^(−3/2), so −d ln K/dβ = E_d + 3kT/2. The apparent activation energy is

E_app = −d ln n/dβ = s(E_d + 3kT/2).

The thermal term comes from the band's power of T. Plotting n T^(−a) instead of n adds a ln β to the logarithm and lowers the measured energy by a kT. For s = 1 and a = 3/2 the result is E_d; for s = 1/2 and a = 3/4 it is E_d/2.

*Where the slope is one half.* Setting s = 1/2 requires

n/(n+N_A) + n/(M−n) = 1.

Since 1 − n/(n+N_A) = N_A/(n+N_A), this means n(n+N_A)/(M−n) = N_A. The left side is K, so the slope is one half when K = N_A. The density there obeys n² + 2N_A n = N_A M. Adding N_A² to both sides gives (n+N_A)² = N_A N_D, so

n* = √(N_A N_D) − N_A.

A half-energy range also needs a slope that changes slowly. Differentiating s gives

ds/d ln n = −s²[nN_A/(n+N_A)² + nM/(M−n)²].

Let r = √(N_A/N_D). At n*, n = N_D r(1−r), n+N_A = N_D r, M = N_D(1−r²) and M−n = N_D(1−r). The two terms in the bracket become r(1−r) and r(1+r), with sum 2r. Since s² = 1/4,

ds/d ln n = −(1/2)√(N_A/N_D).

A clear half-energy range therefore requires N_A << N_D. The crossing n* lies above N_A only if √(N_A N_D) > 2N_A, that is, N_D > 4N_A.

*Why acceptors restore the full energy.* At low temperature compensation fixes N_D⁺/N_D⁰ at N_A/M. The donor ratio above then gives

μ ≈ −E_d + kT ln(M/2N_A).

The Fermi level tends to the donor level, a distance E_d below the band. Without acceptors n ≈ √(K N_D), and μ = kT ln(n/N_c) gives

μ ≈ −E_d/2 + (kT/2) ln(N_D/2N_c).

Now μ tends to the midpoint between donor level and band, and the half energy persists to the lowest temperature. At 15 K the numerical solutions give μ = −31.97 meV with the acceptors and −21.44 meV without them, in agreement with these expressions.

**Comparison of estimate and solution**

With the exact K inserted, the first scaling formula gives n = 8.372×10⁵ cm⁻³ at 15 K, the same as the full solution to the digits shown. This density illustrates the limit of the model; in a real sample, hopping could dominate the transport there. The numerical apparent energy is 41.939 meV, of which 3kT/2 = 1.939 meV is thermal, leaving 40.000 meV.

At 30.87 K, n equals N_A and s = 0.666, so the half-energy range has not yet begun. At 48.80 K, K = N_A and s = 1/2. The scaling formula gives 3.162×10¹⁴ cm⁻³ and the exact one 3.062×10¹⁴ cm⁻³; the difference is N_A, as the expression for n* requires. The energy from n T^(−3/4) is 19.997 meV.

At 100 K, n is about 455 N_A, yet s is 0.353. Exhaustion of the donors has already lowered the slope. At 300 K, n has reached 98 % of M and E_app is 1.7 meV.

The usable range follows from

1/s − 2 = n/(M−n) − N_A/(n+N_A).

For s between 0.45 and 0.55 and N_A << N_D, the lower end is set by N_A/(n+N_A) ≈ 2/11, or n ≈ 4.5 N_A. The upper end is set by n/(M−n) ≈ 2/9, or n ≈ 0.18 M. The numerical limits are 4.37×10¹³ and 1.85×10¹⁵ cm⁻³, a factor of 42 in density, reached between 36.2 and 72.9 K. For N_A = 0.3 N_D the factor is only 1.44, and s passes through one half at n = 0.83 N_A. The whole window, from 0.68 N_A to 0.98 N_A, lies below N_A, so there is no half-energy range above N_A.

**Both densities from Hall data**

For one type of carrier in a weak magnetic field,

R_H = −r_H/(en).

The Hall factor r_H depends on the scattering and is first taken as 1. The synthetic data are 25 values of |R_H|, equally spaced in 1/T, with 3 % log-normal noise. They are generated with the full Fermi-Dirac integral, from which the nondegenerate formula for n differs by at most 0.073 % at the temperatures checked.

The exhaustion range supplies a starting value for M, and the cold range supplies starting values for E_d and N_A:

• The hottest point, 627.2 cm³/C, gives M ≈ 1/(e|R_H|) = 9.95×10¹⁵ cm⁻³. Its closeness to the true 9.99×10¹⁵ cm⁻³ is partly chance: the noise-free density there is 9.77×10¹⁵ cm⁻³, and the noise lowered this value of |R_H|, and so raised the density read from it, by about 2 %.

• The line through ln(n T^(−3/2)) at the five coldest points gives E_d ≈ 38.63 meV. At the warmest of them n is already 0.08 to 0.09 N_A, so the slope has begun to fall; without noise the same line gives 39.06 meV, and noise accounts for the rest of the shift.

• The coldest density, 2.801×10¹⁰ cm⁻³, gives N_A ≈ KM/n = 2.05×10¹³ cm⁻³.

The last value is twice the true one because K depends exponentially on E_d. At 22 K, kT = 1.90 meV, and an error of 1.37 meV multiplies K by exp(1.37/1.90) ≈ 2.06. As a check, a straight line through ln(n T^(−3/4)) at the eight points in the half-energy range gives 19.56 meV, close to E_d/2.

The full fit removes this weakness by using all points together. It varies M, N_A and E_d to minimize the sum of squared differences in ln|R_H|; logarithms suit noise of constant relative size. The mass and spin degeneracy, and hence the prefactor of K, are taken as known. With N_D = M + N_A the result is

N_D = (1.004 ± 0.017)×10¹⁶ cm⁻³,
N_A = (1.00 ± 0.05)×10¹³ cm⁻³,
E_d = 40.03 ± 0.11 meV.

The errors follow from linearizing the model. If J holds the derivatives of ln|R_H| with respect to the parameters, noise ε shifts the parameters by (JᵀJ)⁻¹Jᵀε. For independent noise of standard deviation σ their covariance is σ²(JᵀJ)⁻¹. In 200 repeated synthetic experiments ln N_A scattered by 0.051, against a predicted 0.050.

*What determines N_A.* Differentiating the logarithmic neutrality equation at fixed K and M gives

∂ln n/∂ln N_A = −s N_A/(n+N_A).

This approaches −1 in the cold range. By 57.56 K, where n ≈ 7.1×10¹⁴ cm⁻³, its magnitude is below about 0.007, and it falls further on warming. With 25 points confined to 60–300 K, the predicted error of ln N_A is 9.3. So large a value is no literal error bar for ln N_A, since the linearization in ln N_A fails. For N_A << n, however, ∂ln n/∂N_A = −s/(n+N_A) hardly depends on N_A, so the error can be read in N_A itself: about 9.3 N_A ≈ 9×10¹³ cm⁻³. Such data limit N_A from above but cannot distinguish it from zero.

*An unknown Hall factor.* Suppose r_H is constant but not 1. The density read from the data is n_H = n/r_H. Inserting n = r_H n_H in the neutrality equation and dividing by r_H gives

n_H(n_H + N_A/r_H)/(M/r_H − n_H) = K/r_H.

The data obey the same law with both densities and K divided by r_H. For noise-free data with r_H = 3π/8 ≈ 1.178, a fit with a free prefactor returns N_D = 8.49×10¹⁵ cm⁻³, N_A = 8.49×10¹² cm⁻³ and E_d = 40.00 meV. The energy and the ratio N_A/N_D survive, while both densities come out divided by r_H. The fitted prefactor of K is divided by r_H as well, so, unless r_H is known from elsewhere, recovering the true densities requires that the true prefactor be known independently and that the data fix the fitted one well enough. With 25 points and 3 % noise as above, the linearized error of the logarithm of the fitted prefactor is about 0.08, half of ln(3π/8) ≈ 0.16.

With the prefactor held fixed, the fit gives N_D = 8.26×10¹⁵ cm⁻³, N_A = 7.36×10¹² cm⁻³ and E_d = 40.57 meV. Its rms misfit in ln|R_H| is 0.012, smaller than the 3 % noise of the earlier data, so a small residual does not establish that r_H = 1. If r_H varies with temperature, this simple rescaling no longer holds, and r_H(T) must be known or modelled.

Values computed for the example and the checks

```
Mass 0.3 m_e; E_d 40.0 meV; noise 3.0 %
N_D 1.000e+16 cm^-3; N_A 1.000e+13 cm^-3
Largest density error of formula, 15-300 K: 0.073 %
n = N_A at 30.87 K; K = N_A (s = 1/2) at 48.80 K
Density at s = 1/2: 3.062e+14 cm^-3
T (K) | K (cm^-3) | n (cm^-3) | s | E_app numeric, formula (meV)
  15.00 | 8.381e+02 | 8.372e+05 | 1.0000 | 41.939, 41.939
  30.87 | 2.004e+10 | 1.000e+13 | 0.6662 | 29.307, 29.307
  48.80 | 1.000e+13 | 3.062e+14 | 0.5000 | 23.151, 23.154
 100.00 | 3.825e+15 | 4.551e+15 | 0.3528 | 18.667, 18.671
 300.00 | 4.388e+17 | 9.772e+15 | 0.0214 | 1.683, 1.683
Energy from n T^(-3/2) at 15 K: 40.000 meV
Energy from n T^(-3/4) at s = 1/2: 19.997 meV
K M/N_A at 15 K: 8.372e+05 cm^-3
sqrt(K N_D) at s = 1/2: 3.162e+14 cm^-3
Fermi level at 15 K: -31.968 meV; N_A = 0: -21.436 meV
N_A = 0, energy from n T^(-3/4) at 15 K: 20.000 meV
N_A/N_D 0.001: ds/dln n -0.0158; n/N_A at s = 1/2 30.623; 0.45<s<0.55 over n factor 42.34
N_A/N_D 0.300: ds/dln n -0.2739; n/N_A at s = 1/2 0.826; 0.45<s<0.55 over n factor 1.44
Half-slope region: n 4.372e+13 to 1.851e+15 cm^-3, T 36.2 to 72.9 K
Hall data: T (K) | |R_H| (cm^3/C) | 1/(e |R_H|) (cm^-3)
  22.00 | 2.228e+08 | 2.801e+10
  26.02 | 7.576e+06 | 8.239e+11
  31.83 | 4.492e+05 | 1.390e+13
  40.99 | 5.526e+04 | 1.129e+14
  57.56 | 9.079e+03 | 6.875e+14
  96.59 | 1.512e+03 | 4.128e+15
 300.00 | 6.272e+02 | 9.951e+15
Line through 5 coldest points: 38.63 meV
Line through 8 half-slope points: 19.56 meV
Start: M 9.951e+15, N_A 2.055e+13 cm^-3
Fitted N_D: 1.004e+16 +- 1.7e+14 cm^-3
Fitted N_A: 1.002e+13 +- 5.0e+11 cm^-3
Fitted E_d: 40.027 +- 0.114 meV
Rms residual of ln|R_H|: 0.0266
200 repeats, scatter of ln N_A: 0.0510; predicted 0.0498
Predicted error of ln N_A, 25 points in 60-300 K: 9.316
Hall factor 1.1781 ignored, noise-free data:
 fixed prefactor: N_D 8.260e+15, N_A 7.355e+12 cm^-3, E_d 40.57 meV, rms 0.0121
 free prefactor: N_D 8.488e+15, N_A 8.488e+12 cm^-3, E_d 40.00 meV
```
